# How many amorphous structures a mean band gap needs: a program that tests the result

```python
# Result under test: for independent gaps with standard deviation sigma = 0.15 eV,
# the standard error of the mean is sigma/sqrt(N), and N = 57 is the smallest
# number of structures that brings it below target = 0.02 eV.
# Model ensemble: a structure has gap clean_gap, or, with probability p_defect,
# a gap reduced by lowering. persistence r: the next structure repeats the class
# of the previous one with probability r, otherwise it is drawn afresh;
# r = 0 means independent structures.
from fractions import Fraction
from math import floor, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.stats import norm

clean_gap, lowering, p_defect = 5.0, 0.5, 0.1
target = 0.02
n_max = 240
hartree_ev = physical_constants["Hartree energy in eV"][0]


def count_distributions(r):
    """Probabilities of the number of defective structures, for N = 1..n_max."""
    defective = np.array([0.0, p_defect])
    clean = np.array([1.0 - p_defect, 0.0])
    result = {1: defective + clean}
    for n in range(2, n_max + 1):
        total = defective + clean
        next_defective = r * defective + (1 - r) * p_defect * total
        next_clean = r * clean + (1 - r) * (1 - p_defect) * total
        defective = np.concatenate(([0.0], next_defective))
        clean = np.concatenate((next_clean, [0.0]))
        result[n] = defective + clean
    return result


def direct_errors(distributions, shift):
    """Standard deviation of the mean gap, from its full distribution."""
    errors = {}
    for n, prob in distributions.items():
        means = clean_gap - shift * np.arange(n + 1) / n
        centre = prob @ means
        errors[n] = sqrt(prob @ (means - centre) ** 2)
    return errors


def first_below(errors):
    return min(n for n, error in errors.items() if error < target)


# Population moments from the definition
gaps = np.array([clean_gap, clean_gap - lowering])
weights = np.array([1 - p_defect, p_defect])
mu = weights @ gaps
sigma = sqrt(weights @ (gaps - mu) ** 2)
assert abs(sigma - 0.15) < 1e-12

# Independent structures: square-root law and required number
independent = count_distributions(0.0)
errors = direct_errors(independent, lowering)
for n, error in errors.items():
    assert abs(error - sigma / sqrt(n)) < 1e-10
    assert abs(independent[n].sum() - 1) < 1e-11
ratio_squared = (Fraction("0.15") / Fraction("0.02")) ** 2
n_required = floor(ratio_squared) + 1
assert first_below(errors) == n_required == 57
assert errors[56] > target > errors[57]

# Window of sigma for which the answer stays the same
sigma_low = target * sqrt(n_required - 1)
sigma_high = target * sqrt(n_required)
for trial_sigma, expected in [(sigma_low - 1e-5, 56), (sigma_low + 1e-5, 57),
                              (sigma_high - 1e-5, 57), (sigma_high + 1e-5, 58)]:
    trial = direct_errors(independent, lowering * trial_sigma / sigma)
    assert first_below(trial) == expected

# Sample variance with divisor N-1: average and scatter over all possible samples
prob = independent[n_required]
sample_var = np.array([
    np.var([clean_gap - lowering] * k + [clean_gap] * (n_required - k), ddof=1)
    for k in range(n_required + 1)])
mean_sample_var = prob @ sample_var
assert abs(mean_sample_var - sigma ** 2) < 1e-11
sample_sd = np.sqrt(sample_var)
mean_s = prob @ sample_sd
scatter_s = sqrt(prob @ (sample_sd - mean_s) ** 2)
assert scatter_s > sigma_high - sigma_low

# Correlated structures: closed formula against the full distribution
r = 0.5
correlated = direct_errors(count_distributions(r), lowering)


def correlated_formula(n):
    factor = (1 + r) / (1 - r) - 2 * r * (1 - r ** n) / (n * (1 - r) ** 2)
    return sigma * sqrt(factor / n)


for n, error in correlated.items():
    assert abs(error - correlated_formula(n)) < 1e-10
n_correlated = first_below(correlated)
assert n_correlated > n_required

# Probability that the mean lies within the target distance of mu
means = clean_gap - lowering * np.arange(n_required + 1) / n_required
inside_model = prob[np.abs(means - mu) < target].sum()


def inside_gaussian(n):
    width = errors[n]
    density = lambda x: np.exp(-0.5 * (x / width) ** 2) / (width * sqrt(2 * np.pi))
    return quad(density, -target, target, epsabs=1e-12)[0]


z95 = norm.ppf(0.975)
n_95 = floor((z95 * sigma / target) ** 2) + 1
assert inside_gaussian(n_95 - 1) < 0.95 < inside_gaussian(n_95)

print(f"Gap of a clean structure: {clean_gap:.2f} eV")
print(f"Gap lowering by a defect: {lowering:.2f} eV")
print(f"Probability of a defective structure: {p_defect:.2f}")
print(f"Ensemble mean gap mu: {mu:.3f} eV")
print(f"Standard deviation sigma: {sigma:.4f} eV")
print(f"Target standard error: {target:.3f} eV")
print(f"(sigma/target)^2: {float(ratio_squared):.2f}")
print(f"Smallest sufficient number of structures: {n_required}")
for n in (1, 10, 56, 57, 100):
    print(f"Standard error from full distribution, N = {n}: {errors[n]:.6f} eV")
print(f"Standard error at N = 57: {1000 * errors[57] / hartree_ev:.4f} mHa")
print(f"Lower edge of sigma giving N = 57: {sigma_low:.5f} eV")
print(f"Upper edge of sigma giving N = 57: {sigma_high:.5f} eV")
print(f"Root of the average sample variance, N = 57: {sqrt(mean_sample_var):.5f} eV")
print(f"Average sample standard deviation s, N = 57: {mean_s:.4f} eV")
print(f"Scatter of s between samples, N = 57: {scatter_s:.4f} eV")
print(f"Correlation of neighbouring structures r: {r:.2f}")
print(f"Standard error at N = 57 with this correlation: {correlated[57]:.5f} eV")
print(f"Structures needed with this correlation: {n_correlated}")
print(f"Standard error at that number minus one: {correlated[n_correlated - 1]:.6f} eV")
print(f"Standard error at that number: {correlated[n_correlated]:.6f} eV")
print(f"Probability within target, N = 57, two-class model: {inside_model:.4f}")
print(f"Probability within target, N = 57, Gaussian mean: {inside_gaussian(57):.4f}")
print(f"Normal quantile z for 95 percent: {z95:.4f}")
print(f"(z sigma/target)^2: {(z95 * sigma / target) ** 2:.2f}")
print(f"Structures for 95 percent within target, Gaussian mean: {n_95}")
print("checks complete")
```

It prints:

```
Gap of a clean structure: 5.00 eV
Gap lowering by a defect: 0.50 eV
Probability of a defective structure: 0.10
Ensemble mean gap mu: 4.950 eV
Standard deviation sigma: 0.1500 eV
Target standard error: 0.020 eV
(sigma/target)^2: 56.25
Smallest sufficient number of structures: 57
Standard error from full distribution, N = 1: 0.150000 eV
Standard error from full distribution, N = 10: 0.047434 eV
Standard error from full distribution, N = 56: 0.020045 eV
Standard error from full distribution, N = 57: 0.019868 eV
Standard error from full distribution, N = 100: 0.015000 eV
Standard error at N = 57: 0.7301 mHa
Lower edge of sigma giving N = 57: 0.14967 eV
Upper edge of sigma giving N = 57: 0.15100 eV
Root of the average sample variance, N = 57: 0.15000 eV
Average sample standard deviation s, N = 57: 0.1473 eV
Scatter of s between samples, N = 57: 0.0286 eV
Correlation of neighbouring structures r: 0.50
Standard error at N = 57 with this correlation: 0.03401 eV
Structures needed with this correlation: 168
Standard error at that number minus one: 0.020024 eV
Standard error at that number: 0.019965 eV
Probability within target, N = 57, two-class model: 0.6278
Probability within target, N = 57, Gaussian mean: 0.6859
Normal quantile z for 95 percent: 1.9600
(z sigma/target)^2: 216.08
Structures for 95 percent within target, Gaussian mean: 217
checks complete
```
